# Subband Ladder and Band Edges of N Identical Coupled Layers

A film is made of $N$ identical layers, numbered $n=1,\dots,N$ and separated by a distance $d$. The layers share one in-plane lattice and are stacked without twist, so the in-plane wavevector $\mathbf k$ is conserved. For a given band, each layer contributes one Bloch orbital $|n\rangle$ at each $\mathbf k$, and orbitals on different layers are orthonormal. The energy of an electron confined to one layer is $e(\mathbf k)$, the same for surface and inner layers. Neighbouring layers are coupled by a matrix element of modulus $|t(\mathbf k)|$; more distant layers are not coupled. The conduction and valence bands are treated separately, with no coupling between them. This is a one-electron model whose parameters do not change with thickness.

## (a) The layer equations

**Write the Schrödinger equation at fixed $\mathbf k$. Show whether the phase of the interlayer coupling affects the energies.**

**Solution.** Since $\mathbf k$ is conserved, each $\mathbf k$ gives a separate $N\times N$ problem. Let the coupling from layer $n$ to layer $n+1$ be $t_n=\tau e^{i\varphi_n}$, with $\tau=|t(\mathbf k)|$. Then

$$H=\sum_{n=1}^{N}e\,|n\rangle\langle n|+\sum_{n=1}^{N-1}\left(t_n|n+1\rangle\langle n|+t_n^*|n\rangle\langle n+1|\right).$$

Define new layer orbitals that absorb the accumulated phase:

$$|\tilde n\rangle=e^{i(\varphi_1+\dots+\varphi_{n-1})}|n\rangle,\qquad |\tilde 1\rangle=|1\rangle .$$

They are still orthonormal, and the diagonal elements are still $e$. The coupling becomes

$$\langle \widetilde{n+1}|H|\tilde n\rangle=e^{-i(\varphi_1+\dots+\varphi_n)}\,\tau e^{i\varphi_n}\,e^{i(\varphi_1+\dots+\varphi_{n-1})}=\tau .$$

The energies therefore depend on $|t|$ alone. In particular, the sign of a real $t$ does not affect them.

Write the state as $\sum_n u_n|\tilde n\rangle$. Projecting $H\psi=E\psi$ on an inner layer gives

$$\tau(u_{n-1}+u_{n+1})=(E-e)u_n .$$

Layer 1 has no neighbour below it, so its equation is $\tau u_2=(E-e)u_1$. Layer $N$ has none above it, so $\tau u_{N-1}=(E-e)u_N$. Both take the inner form if we add two fictitious layers with

$$u_0=0,\qquad u_{N+1}=0 .$$

The free surfaces have become two boundary conditions, located one spacing outside the outermost real layers.

## (b) The energies

**Find all $N$ energies, and show that none is missing.**

**Solution.** Take $\tau>0$. The recurrence has constant coefficients, so try $u_n=e^{in\theta}$. Dividing by $e^{in\theta}$ gives

$$E-e=\tau(e^{i\theta}+e^{-i\theta})=2\tau\cos\theta .$$

The choice $-\theta$ gives the same energy, so we may combine the two solutions:

$$u_n=Ae^{in\theta}+Be^{-in\theta}.$$

The condition $u_0=0$ requires $B=-A$, hence $u_n=2iA\sin n\theta$. The condition $u_{N+1}=0$ then requires $\sin[(N+1)\theta]=0$, or

$$\theta_j=\frac{j\pi}{N+1}.$$

The values $j=0$ and $j=N+1$ make every $u_n$ vanish and are not states. For $j=1,\dots,N$ we obtain

$$E_j(\mathbf k)=e(\mathbf k)+2|t(\mathbf k)|\cos\frac{j\pi}{N+1}.$$

These $\theta_j$ lie between $0$ and $\pi$, where the cosine decreases strictly, so the $N$ energies are all different. An $N\times N$ matrix has no more than $N$ eigenvalues, so the list is complete, and complex values of $\theta$ need not be searched. If $t=0$, the matrix is diagonal and all $N$ levels equal $e$, as the formula also says.

Two small cases can be checked by hand. For $N=1$, $\cos(\pi/2)=0$ and $E=e$. For $N=2$, $\cos(\pi/3)=1/2$ and $\cos(2\pi/3)=-1/2$, so $E=e\pm|t|$, the usual splitting of two coupled levels.

## (c) The standing waves

**Normalise the modes. How does the highest mode look for positive and for negative $t$?**

**Solution.** With $u_n=C\sin n\theta_j$, we need the sum

$$\sum_{n=1}^{N}\sin^2 n\theta_j=\frac N2-\frac12\sum_{n=1}^{N}\cos 2n\theta_j .$$

Include $n=0$ in the cosine sum and use the geometric series:

$$\sum_{n=0}^{N}\cos2n\theta_j=\mathrm{Re}\,\frac{e^{2i(N+1)\theta_j}-1}{e^{2i\theta_j}-1}=0 .$$

The numerator vanishes because $2(N+1)\theta_j=2\pi j$. The denominator does not, because $0<\theta_j<\pi$. The $n=0$ term is $1$, so the sum from $n=1$ is $-1$. The sine sum is therefore $(N+1)/2$, and

$$u_n^{(j)}=\sqrt{\frac{2}{N+1}}\,\sin\frac{nj\pi}{N+1}.$$

For $t>0$ the highest mode, $j=1$, has the same sign on every layer and is largest in the middle of the film. For $t<0$ every phase is $\varphi_n=\pi$. Returning to the original orbitals multiplies $u_n$ by $(-1)^{n-1}$, so the highest mode alternates in sign from layer to layer. The energies and the layer weights $|u_n|^2$ are unchanged.

For $N=3$ and $j=1$ the weights are $\tfrac12\sin^2(n\pi/4)$, that is $1/4,\,1/2,\,1/4$.

## (d) Band edges and gap for fixed valleys

**Suppose that the conduction minimum stays at one wavevector and the valence maximum at another, possibly different, one. How does the gap depend on $N$, and how does it approach the bulk value?**

**Solution.** Let $c_N=\cos[\pi/(N+1)]$. The highest level at fixed $\mathbf k$ has $j=1$. The lowest has $j=N$, for which $\cos[N\pi/(N+1)]=-c_N$. Let $e_c,t_c$ belong to the conduction valley and $e_v,t_v$ to the valence valley. The edges are $e_c-2|t_c|c_N$ and $e_v+2|t_v|c_N$, so

$$E_g(N)=e_c-e_v-2(|t_c|+|t_v|)c_N .$$

Adding layers increases $c_N$, which lowers the conduction edge and raises the valence edge. As $N\to\infty$, $c_N\to1$. Subtracting that limit gives the excess over the bulk gap of the same valley pair:

$$E_g(N)-E_g(\infty)=2(|t_c|+|t_v|)(1-c_N).$$

Let $x=\pi/(N+1)$. Since $1-\cos x=x^2/2-x^4/24+\dots$, the leading behaviour for thick films is

$$E_g(N)-E_g(\infty)\simeq(|t_c|+|t_v|)\frac{\pi^2}{(N+1)^2}.$$

The ratio of this law to the full excess is

$$\frac{x^2/2}{x^2/2-x^4/24+\dots}=1+\frac{x^2}{12}+\dots,$$

so the law is too large by a fraction of about $\pi^2/[12(N+1)^2]$.

These formulas assume that the valleys stay put. In general the edge of the film is found by maximising $e_v(\mathbf k)+2|t_v(\mathbf k)|c_N$ over $\mathbf k$, with the corresponding minimisation for the conduction band. The best $\mathbf k$ can change with $N$, as part (f) shows.

## (e) Effective mass and effective width

**Express the leading shift of the valence edge as the energy of a particle in a hard-wall well. What are its mass and its width?**

**Solution.** In an infinite stack with $t>0$, the states are Bloch waves $u_n=e^{iqnd}$, and the recurrence gives

$$E(q)=e+2|t|\cos qd .$$

Near the top, at $q=0$, $\cos qd\simeq1-q^2d^2/2$, so

$$E(q)\simeq e+2|t|-|t|d^2q^2 .$$

Comparing the last term with $-\hbar^2q^2/(2|m_z|)$ gives

$$|m_z|=\frac{\hbar^2}{2|t|d^2}.$$

The electron band curves downwards at this maximum; a hole there has the positive mass $|m_z|$. Strong coupling means a light mass across the layers.

In the film, the top level lies below the bulk edge by

$$2|t|(1-c_N)\simeq\frac{|t|\pi^2}{(N+1)^2}.$$

Substituting $|t|=\hbar^2/(2|m_z|d^2)$ turns this into

$$\frac{\hbar^2\pi^2}{2|m_z|\,[(N+1)d]^2}.$$

This is the ground-state energy of a hard-wall well of width $(N+1)d$. The width is the distance between the zeros of the sine, which lie on the fictitious layers $0$ and $N+1$.

Take $|t|=0.30$ eV and $d=0.65$ nm. Then $2|t|d^2=2\times0.30\times0.65^2=0.2535$ eV nm², and $\hbar^2$ divided by this is $|m_z|=0.301\,m_e$. For $N=60$, diagonalising the chain puts the top level 0.7955 meV below the bulk edge. The well of width $(N+1)d$ gives 0.7957 meV. A well of width $Nd$ would give 0.8225 meV, which is 3.4 % above the chain value.

## (f) When does the valence maximum change valley?

**In a single layer the valence maximum is at K, at energy zero, and the layer energy at $\Gamma$ is $-\Delta$ with $\Delta>0$. The couplings satisfy $|t_\Gamma|>|t_K|$. Assume that for every $N$ the maximum lies at one of these two points. For which $N$ is it at $\Gamma$? Then give a lattice model in which the assumption can be proved.**

**Solution.** The two candidates are $2|t_K|c_N$ at K and $-\Delta+2|t_\Gamma|c_N$ at $\Gamma$. The second is higher when

$$c_N>c^*=\frac{\Delta}{2(|t_\Gamma|-|t_K|)} .$$

Every finite film has $c_N<1$, so for $c^*\ge1$ the maximum never moves to $\Gamma$. For $c^*<1$, the cosine decreases on the relevant interval, so $\cos[\pi/(N+1)]>c^*$ means $\pi/(N+1)<\arccos c^*$, or

$$N>\frac{\pi}{\arccos c^*}-1 .$$

As $c^*$ approaches $1$ from below, $\arccos c^*\to0$ and the switch moves to ever thicker films.

For the lattice model, take a triangular lattice with primitive vectors $\mathbf a_1,\mathbf a_2$ at $120^\circ$. Let $k_i=\mathbf k\cdot\mathbf a_i$ and define

$$g(\mathbf k)=\frac{2}{9}\left[\cos k_1+\cos k_2+\cos(k_1+k_2)+\frac32\right].$$

At $\Gamma$ the cosines sum to $3$ and $g=1$, its largest value. At K, $k_1=k_2=2\pi/3$; the cosines sum to $-3/2$ and $g=0$. This is the smallest value, because

$$|1+e^{ik_1}+e^{-ik_2}|^2=3+2[\cos k_1+\cos k_2+\cos(k_1+k_2)]\ge0 .$$

Now choose positive couplings, $B>0$ and $W>0$, and set

$$e_v=-\Delta g-Bg(1-g),\qquad t_v=t_K(1-g)+t_\Gamma g,$$

$$e_c=E_c+Wg,\qquad t_c=\text{constant}.$$

The valence top at fixed $\mathbf k$ is a function of $g$:

$$F(g)=-\Delta g-Bg(1-g)+2c_N[t_K+(t_\Gamma-t_K)g].$$

The terms linear in $g$ have no second derivative, and $-Bg+Bg^2$ contributes $F''=2B>0$. A function that curves upwards throughout an interval has its maximum at an end. The valence maximum is therefore at $g=0$ (K, or the distinct zone corner at $-$K, which has the same energy because $g(-\mathbf k)=g(\mathbf k)$) or at $g=1$ ($\Gamma$), for every $N$. The conduction bottom, $E_c+Wg-2t_cc_N$, is lowest at $g=0$, so it stays at K.

## (g) A worked case

**Take $E_c=1.80$ eV, $W=1.00$ eV, $t_c=0.02$ eV, $\Delta=0.30$ eV, $B=2.00$ eV, $t_K=0.02$ eV and $t_\Gamma=0.30$ eV. Follow the gap from one layer to the bulk.**

**Solution.** These are round model parameters and represent no particular material. First locate the switch:

$$c^*=\frac{0.30}{2(0.30-0.02)}=0.5357,$$

which requires $N>2.12$. The valence maximum should be at K for one and two layers, and at $\Gamma$ from three layers on.

For $N=2$, $c_2=1/2$. The valence candidates are $2\times0.02\times0.5=0.0200$ eV at K and $-0.30+2\times0.30\times0.5=0$ at $\Gamma$, so K wins by 20 meV. The conduction edge is $1.80-0.02=1.7800$ eV, and the gap is 1.7600 eV.

For $N=3$, $c_3=\cos(\pi/4)=0.7071$. The levels at $\Gamma$ are $-0.30+0.60\times0.7071=0.1243$ eV, $-0.3000$ eV and $-0.7243$ eV. The first is now the valence maximum. The conduction edge is $1.80-0.04\times0.7071=1.7717$ eV. The gap, from unrounded values, is 1.6475 eV.

Diagonalising the layer matrices over a mesh of in-plane wavevectors that contains both K and $\Gamma$ gives:

| $N$ | valence maximum | gap (eV) |
|---|---|---|
| 1 | K | 1.8000 |
| 2 | K | 1.7600 |
| 3 | Γ | 1.6475 |
| 4 | Γ | 1.5822 |
| 6 | Γ | 1.5234 |
| 10 | Γ | 1.4859 |
| bulk | Γ | 1.4600 |

The second layer lowers the gap by 0.04 eV, but the third lowers it by 0.11 eV. While both edges are at K, the gap depends on the sum $t_c+t_K=0.04$ eV. Once the valence edge is at $\Gamma$, it depends on $t_c+t_\Gamma=0.32$ eV. The gap changes from direct, with both edges at K, to indirect at the same thickness. Direct means here only that the two edges share the in-plane wavevector; it does not imply a strong optical transition. For $N=2$ with both couplings positive, the valence top mode is $(1,1)/\sqrt2$ and the conduction bottom mode is $(1,-1)/\sqrt2$, so a dipole acting identically within each layer does not connect them.

The inverse-square law of part (d) applies to one valley pair, here from $N=3$ upwards. At $N=3$ it predicts an excess over bulk of $0.32\,\pi^2/16=0.1974$ eV, against 0.1875 eV from diagonalisation, so it is 5.3 % too large. At $N=10$ the two values are 0.0261 and 0.0259 eV, and the law is 0.7 % too large. This agrees with the estimate $\pi^2/[12(N+1)^2]$. The law must not be carried down to one or two layers, where the valence edge belongs to K.

The switch is sensitive to $t_\Gamma$. With the other parameters fixed, $t_\Gamma=0.20$ eV delays it to $N=5$, and $0.175$ eV to $N=12$. For $t_\Gamma=0.16$ eV, $c^*=1.07$ and there is no switch at any thickness.

## (h) What if the surface layers differ?

**Shift the energy of both surface layers by $\delta$, with $N\ge2$ and $t>0$. Find the first-order change of the top level. What happens to the ladder, and can a surface state form?**

**Solution.** The perturbation is $V=\delta(|1\rangle\langle1|+|N\rangle\langle N|)$. First-order perturbation theory gives $\delta(|u_1|^2+|u_N|^2)$. Since $\sin[N\pi/(N+1)]=\sin[\pi/(N+1)]$, the two surface weights are equal, and

$$\Delta E_1\simeq\frac{4\delta}{N+1}\sin^2\frac{\pi}{N+1}\simeq\frac{4\pi^2\delta}{(N+1)^3}.$$

The last form is the large-$N$ limit of the first-order term, and first order requires $|\delta|\ll t$. For any $\delta<t$ the full shift of a thick film also falls as $(N+1)^{-3}$, faster than the confinement shift $t\pi^2/(N+1)^2$, because the top mode is small at the surfaces. Its prefactor, however, differs. Near a surface the slowly varying mode is linear, $u_n\propto n+a$, and the condition $tu_0=\delta u_1$ derived below gives $a=\delta/(t-\delta)$. The well width becomes $(N+1+2a)d$, so the shift tends to $4\pi^2ta/(N+1)^3$, which is the first-order value multiplied by $1/(1-\delta/t)$.

For $t=0.30$ eV, $\delta=20$ meV and $N=3$, the formula gives $20\times(4/4)\times(1/2)=10.0$ meV; diagonalisation gives 10.1 meV. For $N=10$ the values are 0.577 and 0.605 meV. The direct shift cannot be smaller than the first-order one: the highest eigenvalue of $H+V$ is at least the expectation value of $H+V$ in any normalised state, including the old top mode.

To see why the ladder changes, write the equation of layer 1:

$$\delta u_1+t u_2=(E-e)u_1 .$$

It matches the inner form $t(u_0+u_2)=(E-e)u_1$ if $tu_0=\delta u_1$. The wave no longer vanishes on the fictitious layer, so the condition that fixed $\theta_j=j\pi/(N+1)$ is lost.

For a large positive shift the change is qualitative. In a very thick film, consider one surface and try $u_n=\lambda^n$, which decays into the film if $|\lambda|<1$. The boundary condition gives $t=\delta\lambda$, so $\lambda=t/\delta$, and a decaying state exists when $\delta>t$. Its energy is

$$E=e+t\left(\lambda+\frac1\lambda\right)=e+\delta+\frac{t^2}{\delta},$$

which exceeds the bulk edge $e+2t$ by $(\delta-t)^2/\delta$. Each of the two shifted surfaces carries such a state. In a thick film the two highest levels are therefore a nearly degenerate pair bound to the surfaces, and their energy tends to this value instead of following the cosine ladder to the bulk edge.

The other assumptions also limit the result. Coupling between second-neighbour layers or between different bands adds matrix elements that the recurrence does not contain. A twist between layers couples different in-plane wavevectors. If screening changes the layer energies with thickness, $e$ itself depends on $N$, and the gap no longer follows from $c_N$ alone. The complete numerical values for the cases above are listed in the numerical output.

## Table of computed values

```
conduction: E_c = 1.80 eV, W = 1.00 eV, t_c = 0.02 eV
valence: Delta = 0.30 eV, B = 2.00 eV, t_K = 0.02 eV, t_Gamma = 0.30 eV
layer spacing d = 0.65 nm
N=3 valence levels at Gamma (eV): 0.1243 -0.3000 -0.7243
N=3 top mode, weight on each layer: 0.250 0.500 0.250
Edges from the k mesh (eV):
N= 1 valence top 0.0000 at K, conduction bottom 1.8000 at K, gap 1.8000
N= 2 valence top 0.0200 at K, conduction bottom 1.7800 at K, gap 1.7600
N= 3 valence top 0.1243 at Gamma, conduction bottom 1.7717 at K, gap 1.6475
N= 4 valence top 0.1854 at Gamma, conduction bottom 1.7676 at K, gap 1.5822
N= 5 valence top 0.2196 at Gamma, conduction bottom 1.7654 at K, gap 1.5457
N= 6 valence top 0.2406 at Gamma, conduction bottom 1.7640 at K, gap 1.5234
N= 8 valence top 0.2638 at Gamma, conduction bottom 1.7624 at K, gap 1.4986
N=10 valence top 0.2757 at Gamma, conduction bottom 1.7616 at K, gap 1.4859
bulk: valence top 0.3000 at Gamma, conduction bottom 1.7600 at K, gap 1.4600
Gap excess over bulk (eV), and inverse-square law (eV):
N= 3 excess 0.1875, law 0.1974, law too large by 5.3 %
N= 4 excess 0.1222, law 0.1263, law too large by 3.4 %
N= 5 excess 0.0857, law 0.0877, law too large by 2.3 %
N= 6 excess 0.0634, law 0.0645, law too large by 1.7 %
N= 8 excess 0.0386, law 0.0390, law too large by 1.0 %
N=10 excess 0.0259, law 0.0261, law too large by 0.7 %
Valence valley switch:
t_Gamma = 0.300 eV: c* = 0.5357, N must exceed 2.12, first N = 3
t_Gamma = 0.200 eV: c* = 0.8333, N must exceed 4.36, first N = 5
t_Gamma = 0.175 eV: c* = 0.9677, N must exceed 11.34, first N = 12
t_Gamma = 0.160 eV: c* = 1.0714, no switch found up to N = 60
|m_z| at Gamma: formula 0.3006 m_e, ring 0.3006 m_e
N=60 top below bulk edge: chain 0.7955 meV
  well of width (N+1)d: 0.7957 meV
  well of width N d: 0.8225 meV
Surface layers shifted by 20 meV, shift of top Gamma level:
N= 3 direct 10.118 meV, first order 10.000 meV
N=10 direct 0.605 meV, first order 0.577 meV
```
